# Implicit differentiation of the SCF fixed point and orbital stability: verification in Python

```python
"""Implicit differentiation of the self-consistent-field (SCF) fixed point.

Result under test: for P = Phi(P, lam), Phi being the aufbau map of real
unrestricted Hartree-Fock, the Jacobian 1 - DPhi is singular exactly when the
orbital Hessian H = Delta + K is singular:
    det(1 - DPhi) = det(H) / prod(Delta),
and the density response x solves H x = -b.
P: spin density matrices (2,n,n) in an orthonormal basis; Delta: virtual minus
occupied orbital energies; K: two-electron coupling; b: virtual-occupied
elements of the perturbation. Hartree atomic units, except the Hubbard dimer,
whose energies are in units of the hopping t.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto


def make_system(h, eri, nocc, z=None):
    n = h.shape[0]
    return SimpleNamespace(
        h=np.array([h, h]), eri=eri, nocc=nocc, n=n, z=z,
        jmat=eri.reshape(n * n, n * n),
        kmat=eri.transpose(0, 3, 1, 2).reshape(n * n, n * n))


def molecule(atoms, basis, nocc):
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr",
                spin=nocc[0] - nocc[1], verbose=0)
    s, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = u @ np.diag(s ** -0.5) @ u.T
    h = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    z = X @ mol.intor("int1e_r")[2] @ X
    eri = np.einsum("pqrs,pa,qb,rc,sd->abcd", mol.intor("int2e"),
                    X, X, X, X, optimize=True)
    return make_system(h, np.ascontiguousarray(eri), nocc, z)


def with_field(system, V):
    return SimpleNamespace(**{**vars(system), "h": system.h + V})


def fock(system, P):
    n = system.n
    J = (system.jmat @ (P[0] + P[1]).ravel()).reshape(n, n)
    F = np.array([system.h[s] + J
                  - (system.kmat @ P[s].ravel()).reshape(n, n)
                  for s in (0, 1)])
    return 0.5 * (F + F.transpose(0, 2, 1))


def energy(system, P):
    return 0.5 * np.sum((system.h + fock(system, P)) * P)


def phi(system, P):
    C = np.linalg.eigh(fock(system, P))[1]
    return np.array([C[s][:, :system.nocc[s]] @ C[s][:, :system.nocc[s]].T
                     for s in (0, 1)])


def scf(system, start=None, mix=0.4, restricted=False):
    P = phi(system, np.zeros((2, system.n, system.n))) \
        if start is None else start.copy()
    for _ in range(60000):
        step = phi(system, P) - P
        if np.linalg.norm(step) < 1e-12:
            return P
        P = P + mix * step
        if restricted:
            P[:] = 0.5 * (P[0] + P[1])
    raise RuntimeError("SCF did not converge")


def orbital_hessian(system, P):
    """H from transformed integrals, the gaps Delta, and the orbitals."""
    e, C = np.linalg.eigh(fock(system, P))
    no = system.nocc
    occ = [C[s][:, :no[s]] for s in (0, 1)]
    vir = [C[s][:, no[s]:] for s in (0, 1)]
    gaps = np.concatenate([(e[s][no[s]:, None] - e[s][None, :no[s]]).ravel()
                           for s in (0, 1)])

    def integrals(a, b, c, d):
        return np.einsum("pqrs,pa,qb,rc,sd->abcd", system.eri, a, b, c, d,
                         optimize=True)
    rows = []
    for s in (0, 1):
        row = []
        for r in (0, 1):
            k = 2 * integrals(vir[s], occ[s], vir[r], occ[r])
            if s == r:
                k = k - integrals(vir[s], vir[s], occ[s], occ[s]
                                  ).transpose(0, 2, 1, 3)
                k = k - integrals(vir[s], occ[s], occ[s], vir[s]
                                  ).transpose(0, 2, 3, 1)
            row.append(k.reshape(vir[s].shape[1] * no[s],
                                 vir[r].shape[1] * no[r]))
        rows.append(row)
    return np.diag(gaps) + np.block(rows), gaps, C


def virtual_occupied(system, V, C):
    return np.concatenate([(C[s][:, system.nocc[s]:].T @ V[s]
                            @ C[s][:, :system.nocc[s]]).ravel()
                           for s in (0, 1)])


def rotation_generators(system, x):
    out, pos = [], 0
    for s in (0, 1):
        no, nv = system.nocc[s], system.n - system.nocc[s]
        block = x[pos:pos + no * nv].reshape(nv, no)
        pos += no * nv
        A = np.zeros((system.n, system.n))
        A[no:, :no], A[:no, no:] = block, -block.T
        out.append(A)
    return out


def rotated_energy(system, C, x):
    P = []
    for s, A in enumerate(rotation_generators(system, x)):
        Y = (C[s] @ expm(A))[:, :system.nocc[s]]
        P.append(Y @ Y.T)
    return energy(system, np.array(P))


def map_derivative(system, P, step=2e-5):
    """DPhi on all pairs of symmetric matrices, by central differences."""
    n, basis = system.n, []
    for s in (0, 1):
        for p in range(n):
            for q in range(p + 1):
                B = np.zeros((2, n, n))
                B[s, p, q] = B[s, q, p] = 1.0 if p == q else 0.5 ** 0.5
                basis.append(B)
    flat = np.array(basis).reshape(len(basis), -1)
    cols = [(phi(system, P + step * B) - phi(system, P - step * B)).ravel()
            / (2 * step) for B in basis]
    return flat @ np.array(cols).T


# ---- Open-shell test: linear asymmetric H3 --------------------------------
h3 = molecule("H 0 0 0; H 0 0 1.5; H 0 0 4.0", "6-31g", (2, 1))
P3 = scf(h3)
H3, gaps3, C3 = orbital_hessian(h3, P3)
m = len(gaps3)
assert gaps3.min() > 0
d = 1e-3
unit = np.eye(m) * d
numerical = np.zeros((m, m))
for i in range(m):
    for j in range(i + 1):
        numerical[i, j] = numerical[j, i] = sum(
            a * b * rotated_energy(h3, C3, a * unit[i] + b * unit[j])
            for a in (1, -1) for b in (1, -1)) / (4 * d * d)
hess_error = np.abs(numerical - 2 * H3).max()
assert hess_error < 2e-5          # truncation error of order d**2

D3 = map_derivative(h3, P3)
mu_numeric = np.sort(np.linalg.eigvals(D3).real)
mu_formula = np.linalg.eigvals(np.eye(m) - H3 / gaps3[:, None]).real
mu_formula = np.sort(np.concatenate([mu_formula, np.zeros(len(D3) - m)]))
mu_error = np.abs(mu_numeric - mu_formula).max()
assert mu_error < 1e-5
det3 = np.linalg.det(np.eye(len(D3)) - D3)
det3_formula = np.linalg.det(H3) / np.prod(gaps3)
assert abs(det3 / det3_formula - 1) < 1e-5

V3 = np.array([h3.z, h3.z])
x3 = -np.linalg.solve(H3, virtual_occupied(h3, V3, C3))
dP_formula = np.array([
    C3[s] @ (np.tril(A, -1) + np.tril(A, -1).T) @ C3[s].T
    for s, A in enumerate(rotation_generators(h3, x3))])
f = 1e-5
dP_numeric = (scf(with_field(h3, f * V3), P3)
              - scf(with_field(h3, -f * V3), P3)) / (2 * f)
dP_error = np.abs(dP_numeric - dP_formula).max()
assert dP_error < 1e-5 * max(1, np.abs(dP_formula).max())
print("H3, UHF/6-31G, atoms at z = 0, 1.5, 4.0 bohr")
print(f"rotations {m}, dimension of density space {len(D3)}")
print(f"lowest Hessian eigenvalue {np.linalg.eigvalsh(H3)[0]:.5f} hartree")
print(f"det(1-DPhi): numerical {det3:.6f}, formula {det3_formula:.6f}")
print(f"max error, energy Hessian {hess_error:.1e} hartree")
print(f"max error, eigenvalues of DPhi {mu_error:.1e}")
print(f"max error, density response {dP_error:.1e} a.u.")


# ---- Closed-shell H2: approach to the spin threshold ----------------------
def hydrogen(R):
    return molecule(f"H 0 0 {-R / 2}; H 0 0 {R / 2}", "6-31g", (1, 1))


def closed_shell(R):
    system = hydrogen(R)
    P = scf(system, restricted=True)
    H, gaps, C = orbital_hessian(system, P)
    k = len(gaps) // 2
    b = virtual_occupied(system, np.array([system.z, system.z]), C)[:k]
    return SimpleNamespace(system=system, P=P, H=H, gaps=gaps, b=b,
                           singlet=H[:k, :k] + H[:k, k:],
                           triplet=H[:k, :k] - H[:k, k:])


def lowest(M):
    return np.linalg.eigvalsh(M)[0]


def response(M, b):
    return 4 * b @ np.linalg.solve(M, b)


Rc = brentq(lambda R: lowest(closed_shell(R).triplet), 1.4, 3.5, xtol=1e-11)
bohr = physical_constants["Bohr radius"][0] * 1e10
print("H2, RHF/6-31G; threshold = zero triplet Hessian eigenvalue")
print(f"threshold bond length {Rc:.5f} bohr = {Rc * bohr:.5f} angstrom")
for R in (1.4, 2.0, Rc, 3.0):
    c = closed_shell(R)
    D = map_derivative(c.system, c.P)
    mu = np.linalg.eigvals(D).real
    det_num = np.linalg.det(np.eye(len(D)) - D)
    det_for = np.linalg.det(c.H) / np.prod(c.gaps)
    assert abs(det_num - det_for) < 1e-5
    wt, ws = lowest(c.triplet), lowest(c.singlet)
    assert ws > 0 and wt < ws
    if R == Rc:
        assert abs(mu.max() - 1) < 1e-6
        assert np.linalg.svd(np.eye(len(D)) - D)[1][-1] < 1e-6
    else:
        assert np.sum(mu > 1) == np.sum(np.linalg.eigvalsh(c.H) < 0)
        assert (mu.max() > 1) == (R > Rc)
    print(f"R {R:.4f} bohr: smallest gap {c.gaps.min():.5f} hartree")
    print(f"  lowest triplet {wt:.5f}, singlet {ws:.5f} hartree")
    print(f"  largest DPhi eigenvalue {mu.max():.6f}, smallest {mu.min():.6f}")
    print(f"  det(1-DPhi) numerical {det_num:.6f}, formula {det_for:.6f}")

c = closed_shell(2.0)
print("Responses at R = 2.0 bohr, a.u.: formula, SCF differences")
for name, sign, M in (("electric", 1, c.singlet), ("staggered", -1, c.triplet)):
    V = np.array([c.system.z, sign * c.system.z])
    plus = scf(with_field(c.system, f * V), c.P)
    minus = scf(with_field(c.system, -f * V), c.P)
    numeric = -np.sum(V * (plus - minus)) / (2 * f)
    formula = response(M, c.b)
    assert abs(numeric / formula - 1) < 1e-5
    print(f"  {name} {formula:.5f}, {numeric:.5f}")
# Singlet minus triplet Hessian is the density repulsion, free of exchange.
bare = np.diag(c.gaps[:len(c.b)])
uncoupled = response(bare, c.b)
repulsion_only = response(bare + c.singlet - c.triplet, c.b)
print(f"  uncoupled (K = 0) {uncoupled:.5f}")
print(f"  electric, density repulsion without exchange {repulsion_only:.5f}")
assert repulsion_only < uncoupled < response(c.singlet, c.b)
assert response(c.singlet, c.b) < response(c.triplet, c.b)

chi = []
print("Approach to threshold: electric and staggered response, a.u.")
for distance in (0.1, 0.01, 0.001):
    c = closed_shell(Rc - distance)
    chi.append(response(c.triplet, c.b))
    print(f"  Rc-R {distance} bohr: {response(c.singlet, c.b):.4f}, "
          f"{chi[-1]:.2f}")
assert abs(chi[2] / chi[1] / 10 - 1) < 0.03   # leading law 1/(Rc-R)
c = closed_shell(Rc)
print(f"  electric response at Rc {response(c.singlet, c.b):.4f}")


def broken_solution(R):
    system = hydrogen(R)
    V = 0.1 * np.array([system.z, -system.z])
    P = scf(system, scf(with_field(system, V)))
    return system, P, abs(np.sum(system.z * (P[0] - P[1])))


assert broken_solution(Rc - 0.1)[2] < 1e-6
lengths, squares = [], []
for distance in (0.04, 0.08, 0.12):
    system, P, dipole = broken_solution(Rc + distance)
    gain = energy(system, P) - energy(system, scf(system, restricted=True))
    assert gain < 0 and dipole > 1e-3
    lengths.append(Rc + distance)
    squares.append(dipole ** 2)
    print(f"R-Rc {distance} bohr: spin dipole {dipole:.5f} bohr, "
          f"E(UHF)-E(RHF) {gain:.3e} hartree")
Rc_branch = np.polyfit(squares, lengths, 2)[-1]
assert abs(Rc_branch - Rc) < 5e-3             # quadratic extrapolation
print(f"threshold extrapolated from UHF branch {Rc_branch:.5f} bohr")

# ---- Persistent zero modes: boron atom, open p shell ----------------------
start = np.array([np.diag([1., 1, 0, 0, 1]), np.diag([1., 1, 0, 0, 0])])
boron = molecule("B 0 0 0", "sto-3g", (3, 2))
print("Boron atom, UHF/STO-3G, electron repulsion scaled by s")
for scale in (1.0, 0.9):
    atom = make_system(boron.h[0], scale * boron.eri, (3, 2))
    w = np.linalg.eigvalsh(orbital_hessian(atom, scf(atom, start))[0])
    zeros = int(np.sum(np.abs(w) < 1e-7))
    assert zeros >= 2
    print(f"  s {scale}: zero modes {zeros}, negative {np.sum(w < -1e-7)}")


# ---- Hubbard dimer: closed-form threshold ---------------------------------
def dimer(U):
    eri = np.zeros((2, 2, 2, 2))
    eri[0, 0, 0, 0] = eri[1, 1, 1, 1] = U
    return make_system(np.array([[0., -1.], [-1., 0.]]), eri, (1, 1))


print("Hubbard dimer, t = 1")
hub = dimer(3.0)
w = np.linalg.eigvalsh(orbital_hessian(hub, scf(hub, restricted=True))[0])
assert np.allclose(w, [2 - 3, 2 + 3], atol=1e-9)
print(f"U = 3: Hessian eigenvalues {w[0]:.4f}, {w[1]:.4f} t")
stagger = np.array([np.diag([-1., 1.]), np.diag([1., -1.])])
P = scf(hub, scf(with_field(hub, 0.1 * stagger)))
moment = P[0, 0, 0] - P[1, 0, 0]
assert abs(moment ** 2 - (1 - (2 / 3) ** 2)) < 1e-8
print(f"U = 3: broken-branch moment {moment:.6f}")

tilted = np.array([[[0.51, 0.5], [0.5, 0.49]]] * 2)
P = tilted.copy()
for _ in range(100):
    P = phi(hub, P)
    P[:] = 0.5 * (P[0] + P[1])
q1 = P[0, 0, 0] - P[0, 1, 1]
P = phi(hub, P)
q2 = P[0, 0, 0] - P[0, 1, 1]
P = scf(hub, tilted, restricted=True)
q_damped = P[0, 0, 0] - P[0, 1, 1]
assert q1 * q2 < 0 and min(abs(q1), abs(q2)) > 0.5 and abs(q_damped) < 1e-9
print(f"U = 3: undamped restricted iteration alternates {q1:.4f}, {q2:.4f}")
print(f"U = 3: damped restricted iteration ends at {abs(q_damped):.1e}")

critical, moments = dimer(2.0), []
for lam in (1e-3, 1e-4):
    P = scf(with_field(critical, lam * stagger), mix=0.8)
    moments.append(P[0, 0, 0] - P[1, 0, 0])
    assert abs(moments[-1] / (2 * lam) ** (1 / 3) - 1) < 0.02
    print(f"U = 2, field {lam:.0e} t: moment {moments[-1]:.5f}, "
          f"cube-root law {(2 * lam) ** (1 / 3):.5f}")
exponent = np.log10(moments[0] / moments[1])
assert abs(exponent - 1 / 3) < 0.01
print(f"U = 2: measured exponent {exponent:.4f}")
print("all tests passed")
```

Printed output:

```
H3, UHF/6-31G, atoms at z = 0, 1.5, 4.0 bohr
rotations 13, dimension of density space 42
lowest Hessian eigenvalue 0.23655 hartree
det(1-DPhi): numerical 0.008194, formula 0.008194
max error, energy Hessian 4.2e-06 hartree
max error, eigenvalues of DPhi 4.1e-11
max error, density response 8.8e-08 a.u.
H2, RHF/6-31G; threshold = zero triplet Hessian eigenvalue
threshold bond length 2.25132 bohr = 1.19135 angstrom
R 1.4000 bohr: smallest gap 0.83381 hartree
  lowest triplet 0.26672, singlet 0.63228 hartree
  largest DPhi eigenvalue 0.711851, smallest -0.000000
  det(1-DPhi) numerical 0.060466, formula 0.060466
R 2.0000 bohr: smallest gap 0.66693 hartree
  lowest triplet 0.06467, singlet 0.54934 hartree
  largest DPhi eigenvalue 0.910457, smallest -0.000000
  det(1-DPhi) numerical 0.021689, formula 0.021689
R 2.2513 bohr: smallest gap 0.60675 hartree
  lowest triplet -0.00000, singlet 0.52084 hartree
  largest DPhi eigenvalue 1.000000, smallest -0.000000
  det(1-DPhi) numerical 0.000000, formula -0.000000
R 3.0000 bohr: smallest gap 0.46203 hartree
  lowest triplet -0.14225, singlet 0.45719 hartree
  largest DPhi eigenvalue 1.293948, smallest -0.083726
  det(1-DPhi) numerical -0.090556, formula -0.090556
Responses at R = 2.0 bohr, a.u.: formula, SCF differences
  electric 11.51822, 11.51822
  staggered 96.12374, 96.12369
  uncoupled (K = 0) 9.63177
  electric, density repulsion without exchange 5.95897
Approach to threshold: electric and staggered response, a.u.
  Rc-R 0.1 bohr: 13.0479, 274.33
  Rc-R 0.01 bohr: 14.0092, 2952.77
  Rc-R 0.001 bohr: 14.1075, 29743.40
  electric response at Rc 14.1184
R-Rc 0.04 bohr: spin dipole 0.66060 bohr, E(UHF)-E(RHF) -1.441e-04 hartree
R-Rc 0.08 bohr: spin dipole 0.92886 bohr, E(UHF)-E(RHF) -5.604e-04 hartree
R-Rc 0.12 bohr: spin dipole 1.13129 bohr, E(UHF)-E(RHF) -1.226e-03 hartree
threshold extrapolated from UHF branch 2.25132 bohr
Boron atom, UHF/STO-3G, electron repulsion scaled by s
  s 1.0: zero modes 2, negative 0
  s 0.9: zero modes 2, negative 0
Hubbard dimer, t = 1
U = 3: Hessian eigenvalues -1.0000, 5.0000 t
U = 3: broken-branch moment 0.745356
U = 3: undamped restricted iteration alternates 0.7454, -0.7454
U = 3: damped restricted iteration ends at 0.0e+00
U = 2, field 1e-03 t: moment 0.12549, cube-root law 0.12599
U = 2, field 1e-04 t: moment 0.05843, cube-root law 0.05848
U = 2: measured exponent 0.3320
all tests passed
```
